# Pressure-to-flow feedback as added pumping speed in reactive sputtering

## Definitions and conventions

A metal target of area \(A_t\) is sputtered in argon with nitrogen as reactive gas. The sputtered material lands on a collector of area \(A_c\), and \(r=A_t/A_c\). The state consists of three numbers: the fractions \(\theta_t\) and \(\theta_c\) of target and collector covered by compound, and the nitrogen partial pressure \(p\).

The ion flux \(j\) to the target is held constant. An ion removes \(Y_m\) metal atoms from bare metal or \(Y_c\) from compound. The compound has one nitrogen atom per metal atom. The flux of N\(_2\) molecules to any surface is \(fp\), with \(f\) fixed by gas temperature and molecular mass. Molecules stick only on metal, with probabilities \(\alpha_t\) and \(\alpha_c\), and each supplies two atoms. The site densities are \(N_t\) and \(N_c\).

All gas flows are molecular rates, quoted in sccm. The pump removes \(Sp\), and the chamber stores \(Cp\) molecules, where \(C=V/k_BT\) for volume \(V\). The inlet flow is \(q\). A prime on a function of \(p\) means \(d/dp\). All parameters are positive, and the gas is well mixed.

The particle balances of this surface-coverage (Berg) model are

\[
N_t\dot\theta_t=2\alpha_t fp(1-\theta_t)-jY_c\theta_t, \tag{1}
\]
\[
N_c\dot\theta_c=2\alpha_c fp(1-\theta_c)+jr\left[Y_c\theta_t(1-\theta_c)-Y_m(1-\theta_t)\theta_c\right], \tag{2}
\]
\[
C\dot p=q-Sp-fp\left[\alpha_tA_t(1-\theta_t)+\alpha_cA_c(1-\theta_c)\right]. \tag{3}
\]

In (2), compound arriving on metal creates compound surface, and metal arriving on compound buries it. The last term of (3) is the uptake of gas by the surfaces.

For each \(p>0\), let \(Q(p)\) be the inlet flow that makes the state stationary. The feedback law is

\[
q=q_0-K(p-p_*),\qquad q_0=Q(p_*),\qquad K\ge 0. \tag{4}
\]

It acts without delay, and the valve is not at a limit of its range.

**Theorem.** Under these assumptions the stationary state at \(p_*\) is the same for every \(K\). Its linearisation is exponentially stable if and only if

\[
K+Q'(p_*)>0. \tag{5}
\]

Since \(Q\) contains the term \(Sp\), the gain \(K\) enters (5) as an addition to \(S\).

## The stationary curve

**Lemma 1.** For each \(p>0\) the stationary coverages are unique, lie between 0 and 1, and rise with \(p\).

*Proof.* Setting (1) to zero and solving for \(\theta_t\) gives

\[
\theta_t=\frac{2\alpha_tfp}{2\alpha_tfp+jY_c}.
\]

Collecting the terms of (2) in \(1-\theta_c\) and \(\theta_c\) gives \(X(1-\theta_c)=M\theta_c\), hence

\[
\theta_c=\frac{X}{X+M},\quad X=2\alpha_cfp+jrY_c\theta_t,\quad M=jrY_m(1-\theta_t).
\]

Differentiating the first result,

\[
\theta_t'=\frac{2\alpha_tf\,jY_c}{(2\alpha_tfp+jY_c)^2}=\frac{\theta_t(1-\theta_t)}{p}.
\]

For the second, the quotient rule gives \(\theta_c'=(X'M-XM')/(X+M)^2\), which equals \(\theta_c(1-\theta_c)(X'/X-M'/M)\). Here \(M'/M=-\theta_t'/(1-\theta_t)=-\theta_t/p\), so

\[
\theta_c'=\theta_c(1-\theta_c)\left(\frac{X'}{X}+\frac{\theta_t}{p}\right),\qquad X'=2\alpha_cf+jrY_c\theta_t'.
\]

Both derivatives are positive. ∎

Inserting these coverages in (3) with \(\dot p=0\) gives \(Q(p)\). By the product rule,

\[
Q'=D-fp\left(\alpha_tA_t\theta_t'+\alpha_cA_c\theta_c'\right), \tag{6}
\]
\[
D=S+f\left[\alpha_tA_t(1-\theta_t)+\alpha_cA_c(1-\theta_c)\right].
\]

\(D\) is the removal of gas per unit pressure at fixed coverage. The subtracted term is the uptake lost because a higher pressure leaves less bare metal. Where it exceeds \(D\), the curve falls. This is the transition branch.

**Remark (nitrogen balance).** Multiply the stationary form of (1) by \(A_t\) and that of (2) by \(A_c\), use \(rA_c=A_t\), and add. The terms in \(Y_c\theta_t\) combine as \(\theta_t-\theta_t(1-\theta_c)=\theta_t\theta_c\), so

\[
2(Q-Sp)=jA_t\,\theta_c\left[Y_c\theta_t+Y_m(1-\theta_t)\right].
\]

The nitrogen taken from the gas leaves it in the film. When \(Y_c<Y_m\), the bracket falls as the target is covered: less metal is sputtered, so less nitrogen can be bound.

## Linear response of the surfaces

Write small deviations as \(\delta\theta_t,\delta\theta_c,\delta p\), all proportional to \(e^{\lambda t}\). Linearising (1) and (2) gives

\[
(\lambda+\gamma_t)\delta\theta_t=b_t\delta p,\qquad
(\lambda+\gamma_c)\delta\theta_c=\kappa\,\delta\theta_t+b_c\delta p, \tag{7}
\]

with the positive coefficients

\[
\gamma_t=\frac{2\alpha_tfp+jY_c}{N_t},\quad
\gamma_c=\frac{X+M}{N_c},\quad
b_{t}=\frac{2\alpha_{t}f(1-\theta_{t})}{N_{t}},
\]
\[
b_{c}=\frac{2\alpha_{c}f(1-\theta_{c})}{N_{c}},\quad
\kappa=\frac{jr}{N_c}\left[Y_c(1-\theta_c)+Y_m\theta_c\right].
\]

The coefficient \(\kappa\) is positive because a more covered target sends more compound and less metal to the collector.

With (4), \(\delta q=-K\delta p\), and (3) becomes

\[
(C\lambda+D+K)\delta p=h_t\delta\theta_t+h_c\delta\theta_c, \tag{8}
\]

where \(h_t=fp\alpha_tA_t\) and \(h_c=fp\alpha_cA_c\). The signs on the right are positive because covering a surface reduces its uptake and leaves more gas in the chamber.

**Lemma 2.** A number \(\lambda\) with \(\mathrm{Re}\,\lambda\ge0\) is an eigenvalue if and only if \(G(\lambda)+K=0\), where \(G(\lambda)=C\lambda+D-H(\lambda)\) and

\[
H(\lambda)=\frac{h_tb_t}{\lambda+\gamma_t}+\frac{h_cb_c}{\lambda+\gamma_c}
+\frac{h_c\kappa b_t}{(\lambda+\gamma_t)(\lambda+\gamma_c)}.
\]

Moreover \(G(0)=Q'(p_*)\).

*Proof.* For \(\mathrm{Re}\,\lambda\ge0\) the factors \(\lambda+\gamma_t\) and \(\lambda+\gamma_c\) are nonzero, so (7) can be solved:

\[
\delta\theta_t=\frac{b_t}{\lambda+\gamma_t}\delta p,\qquad
\delta\theta_c=\frac{1}{\lambda+\gamma_c}\left(b_c+\frac{\kappa b_t}{\lambda+\gamma_t}\right)\delta p.
\]

If \(\delta p=0\), both coverage deviations vanish too, so an eigenvector has \(\delta p\ne0\). Substitution in (8) and division by \(\delta p\) give the stated equation. At \(\lambda=0\), (7) is the derivative of the stationary surface equations with respect to \(p\), so \(\delta\theta_t/\delta p=\theta_t'\) and \(\delta\theta_c/\delta p=\theta_c'\). Thus \(H(0)=h_t\theta_t'+h_c\theta_c'\), and (6) reads \(Q'=D-H(0)=G(0)\). ∎

## Proof of the theorem

At \(p=p_*\) the feedback term in (4) is zero and \(q=q_0=Q(p_*)\). The stationary equations there do not contain \(K\), which proves the first claim.

Suppose \(K+Q'>0\), that is, \(D+K>H(0)\). Let \(\mathrm{Re}\,\lambda\ge0\). Then \(|\lambda+\gamma|\ge\gamma\) for \(\gamma=\gamma_t,\gamma_c\). All numerators in \(H\) are positive, so \(|H(\lambda)|\le H(0)\). Also

\[
|C\lambda+D+K|\ge C\,\mathrm{Re}\,\lambda+D+K\ge D+K>H(0)\ge|H(\lambda)|.
\]

Hence \(G(\lambda)+K\neq0\). Every eigenvalue has a negative real part.

Suppose \(K+Q'<0\). On the real axis \(G+K\) is negative at \(\lambda=0\) and tends to \(+\infty\), since \(C\lambda\) grows and \(H\to0\). It is continuous, so it has a positive root, which is a growing mode.

If \(K+Q'=0\), then \(\lambda=0\) is an eigenvalue, and the linearisation is not exponentially stable. ∎

**Remark (what happens at the threshold).** At \(K+Q'=0\) and \(\lambda=i\omega\ne0\), the first inequality becomes strict: \(|iC\omega+D+K|>D+K=H(0)\). No oscillatory mode therefore crosses the imaginary axis. Stability is lost through a slow drift towards more or less coverage. The capacities \(C,N_t,N_c\) are absent from (6), so they change the speed of the drift but not the threshold. Whether the nonlinear system is stable exactly at threshold is not decided by the linearisation.

**Remark (feedback and a real pump).** Substituting (4) gives

\[
q-Sp=(q_0+Kp_*)-(S+K)p.
\]

The controlled chamber has the dynamics of one with pumping speed \(S+K\) and constant feed \(q_0+Kp_*\), also for finite deviations within the valve's range. The extra feed keeps the operating point in place. Enlarging the pump at unchanged feed \(q_0\) moves it.

**Remark (strong feedback).** As \(K\to\infty\), (8) forces \(\delta p\to0\) for modes of finite \(\lambda\). Equation (7) then leaves the surface modes \(\lambda=-\gamma_t\) and \(-\gamma_c\), both decaying. At fixed pressure the surfaces are stable; the instability needs the pressure to respond to them.

**Corollary (one stationary state).** Stationary states under feedback satisfy \(Q(p)+Kp=q_0+Kp_*\). If \(K\) exceeds the largest value of \(-Q'\) over all pressures, the left side is strictly increasing and \(p_*\) is the only solution. Condition (5) alone is local.

## Worked example

The parameters are round values: 5 A on 100 cm², a 2000 cm² collector, \(Y_m=0.5\), \(Y_c=0.05\), both sticking probabilities 0.5, both site densities \(10^{15}\) cm⁻², 50 L, 100 L/s and 300 K. These give \(j=3.121\times10^{17}\) cm⁻² s⁻¹, \(f=3.832\times10^{17}\) cm⁻² s⁻¹ mTorr⁻¹ and \(S=7.19\) sccm/mTorr.

At \(p_*=0.08\) mTorr, in units of \(10^{16}\) cm⁻² s⁻¹, \(2\alpha_tfp_*=3.07\) and \(jY_c=1.56\). Thus \(\theta_t=3.07/4.63=0.663\). Further, \(X=3.12\) and \(M=0.263\), so \(\theta_c=0.922\). The required flow is \(q_0=7.06\) sccm, of which the pump takes \(7.19\times0.08=0.575\) sccm.

For the slope, Lemma 1 gives \(\theta_t'=2.794\) and \(\theta_c'=1.482\) mTorr⁻¹. Uptake per unit pressure at fixed coverage is \((7.059-0.575)/0.08=81.05\) sccm/mTorr. By (6), the lost uptake is this number times

\[
\frac{0.08\,(50\times2.794+1000\times1.482)}{50\times0.3373+1000\times0.07786}=1.370,
\]

or 111.0 sccm/mTorr. Hence \(Q'=7.19+81.05-111.0=-22.8\) sccm/mTorr. The minimum gain is 22.8 sccm/mTorr, equivalent to 317 L/s, about three times the installed pump.

The transition branch runs from 0.034 to 0.249 mTorr, while the flow falls from 8.05 to 5.69 sccm. At constant flow \(q_0\), a deviation grows at 3.1 s⁻¹. Integrating (1)–(3) from 1% below \(p_*\) ends at 0.016 mTorr; from 1% above, it ends at 0.60 mTorr, the poisoned state.

With \(K=40\) sccm/mTorr (556 L/s), the slowest mode decays at 2.1 s⁻¹. The steepest slope on the branch is \(-26\) sccm/mTorr, so the corollary applies. Starts from clean surfaces and from the poisoned state both return to 0.08 mTorr. In the second run the valve is first shut, since (4) reaches zero flow at \(0.08+7.06/40=0.256\) mTorr. At equal current and inlet flow, the metal flux at the set point is 2.6 times that of the poisoned state.

A real pump enlarged by the same 556 L/s at unchanged flow would put the pressure at 0.013 mTorr. Holding 0.08 mTorr would take \(7.06+40\times0.08=10.26\) sccm. Feedback holds it with 7.06 sccm.

## When the operating point does move

If the bias is wrong by \(\delta\) and the gauge reads high by \(\varepsilon\), stationarity requires \(Q(p)=q_0+\delta-K(p+\varepsilon-p_*)\). To first order,

\[
p-p_*=\frac{\delta-K\varepsilon}{K+Q'}.
\]

The denominator is \(40-22.8=17.2\) sccm/mTorr. A bias error of 0.1 sccm predicts a shift of 0.0058 mTorr; the nonlinear solution gives 0.0056. Small gauge errors are multiplied by \(-40/17.2=-2.3\). A gain just above threshold stabilises the state only locally and leaves it sensitive to offsets. At \(K=23\) sccm/mTorr without any offset there are three stationary states, at 0.038, 0.078 and 0.080 mTorr, the middle one unstable. At \(K=23\) sccm/mTorr the first-order formula fails even for a bias error of 0.1 sccm: the only stationary state is then at 0.107 mTorr if the bias is too high, and at 0.033 mTorr if it is too low.

Current drift acts likewise. Stationary coverages depend on \(p\) and \(j\) only through \(p/j\), so \(Q-Sp=j\,g(p/j)\) for some function \(g\). Differentiation gives \(j\,\partial Q/\partial j=Q-pQ'=7.06+0.08\times22.8=8.88\) sccm. A 1% rise in current demands 0.089 sccm more and shifts the pressure by about \(-0.089/17.2=-0.0052\) mTorr; the full solution gives \(-0.0054\), or 7% of \(p_*\).

## Delay

A first-order valve lag \(\tau\) replaces \(K\) by \(K/(1+\lambda\tau)\). The positivity argument then fails, and oscillations can grow. At a stability boundary \(\lambda=i\omega\), so

\[
1+i\omega\tau=-\frac{K}{G(i\omega)}.
\]

The real part fixes \(\omega\), and the imaginary part then gives \(\tau\). For the example the boundary is \(\tau=0.35\) s.

A simple estimate follows from \(G\approx Q'+C_e\lambda\), with \(C_e\) an effective capacity including the surfaces. Multiplying \(G+K/(1+\lambda\tau)=0\) by \(1+\lambda\tau\) gives

\[
C_e\tau\lambda^2+(C_e+Q'\tau)\lambda+(K+Q')=0.
\]

When (5) holds and \(Q'<0\), stability requires \(\tau<C_e/|Q'|\), the inverse of the uncontrolled growth rate in this approximation. With the computed growth rate this is \(1/3.12=0.32\) s, against 0.35 s from the full condition. The estimate is not always this good: with ten times the target sites it gives \(1/1.59=0.63\) s, against 0.87 s. It also misses the dependence on gain: with the original target sites and \(K=200\) sccm/mTorr, the full condition gives 0.47 s.

A pure dead time gives the factor \(e^{-\lambda\tau}\) and the boundary condition \(|G(i\omega)|=K\), with \(\tau\) fixed by the phase. The result is 0.23 s at \(K=40\) sccm/mTorr. Unlike the lag limit, it shrinks with gain, to 0.049 s at \(K=200\) sccm/mTorr. In a time-stepped linear model the deviation decayed at 0.7 of this delay and grew at 1.3 of it.

## Relation to real chambers

The example lies in the rough regime of magnetron nitride deposition: a few mTorr of argon and tens of mA/cm² on the eroded track. Its yields and sticking are rough values, not those of a particular metal. One exposed assumption is instantaneous control. A gauge and flow controller responding in about a second would exceed the 0.35 s limit at this gain, whereas a gauge and valve that both respond in milliseconds would not. That limit is for a single lag; for two equal first-order lags in series it is 0.14 s each. A compound layer deeper than one monolayer slows the drift: ten times the target sites lowers the growth rate to 1.6 s⁻¹ and raises the lag limit to 0.87 s, with the threshold unchanged. Diffusive mixing over 40 cm in 5 mTorr argon takes an estimated 0.01 s, short compared with these limits. This does not make the gas uniform. The pump and surfaces empty the chamber in \(C/D=0.04\) s, only four times longer, and the target takes up nitrogen at about 200 L/s against a diffusive conductance to it of roughly 400 to 700 L/s. A rough estimate with this conductance in series puts the pressure at the target 25 to 45% below the bulk value and by itself steepens \(Q'\) at \(p_*\) to about \(-30\) sccm/mTorr; depletion at the collector shifts it the other way by an amount that depends on geometry. The gains and pressures quoted here are those of the well-mixed model.

The model also omits nitrogen ions implanted in the target. If their share of the ion flux is \(p/p_{\rm Ar}\) and those striking metal form compound with both atoms of N\(_2^+\), they act as extra target sticking \(j/(fp_{\rm Ar})=0.16\) at 5 mTorr argon. At the same \(p_*\) this lowers the minimum gain to 21.7 sccm/mTorr, a 5% change, and the required flow from 7.06 to 6.27 sccm. With one atom retained per ion the minimum gain is 22.4 sccm/mTorr.

Finally, the feedback needs the nitrogen partial pressure. If a total-pressure gauge is used, a 0.1% rise in the argon pressure is an offset of 0.005 mTorr, which to first order shifts the nitrogen pressure by about \(-2.3\times0.005=-0.012\) mTorr, or 15% of the set value. The remaining values are in the numerical output.

## Table of computed values

```
Gas temperature: 300 K
Ion current: 5 A
Target area: 100 cm2
Collector area: 2000 cm2
Metal yield Ym: 0.5 atoms/ion
Compound yield Yc: 0.05 atoms/ion
N2 sticking on metal, both surfaces: 0.5
Site density, both surfaces: 1e+15 1/cm2
Chamber volume: 50 L
Pumping speed: 100 L/s
Pumping speed S: 7.188 sccm/mTorr
Chamber capacity C: 3.594 sccm s/mTorr
Ion flux j: 3.121e+17 1/cm2/s
N2 flux per pressure f: 3.832e+17 1/cm2/s/mTorr
Set pressure: 0.08 mTorr
Target compound fraction at set point: 0.6627
Collector compound fraction at set point: 0.9221
Bias flow q0: 7.059 sccm
Slope dQss/dp at set point: -22.79 sccm/mTorr
Lower fold pressure: 0.03409 mTorr
Flow at lower fold: 8.052 sccm
Upper fold pressure: 0.2491 mTorr
Flow at upper fold: 5.692 sccm
Steepest slope: -26 sccm/mTorr
Pressure of steepest slope: 0.06031 mTorr
Minimum gain: 22.79 sccm/mTorr
Minimum gain as pumping speed: 317.1 L/s
Chosen gain K: 40 sccm/mTorr
Chosen gain as pumping speed: 556.5 L/s
Growth rate without feedback: 3.124 1/s
Leading rate with feedback: -2.148 1/s
No feedback, start 1% low: final p: 0.01623 mTorr
No feedback, start 1% high: final p: 0.6024 mTorr
Feedback, clean start: final p: 0.08 mTorr
Feedback, poisoned start: final p: 0.08 mTorr
Metal flux, set point over poisoned state: 2.571
Real pump S+K at flow q0: p: 0.01334 mTorr
Real pump S+K: flow needed at set point: 10.26 sccm
Bias 0.1 sccm too high: p: 0.08558 mTorr
Gauge high by 1% of set pressure: p: 0.07812 mTorr
Ion current 1% high: p: 0.07457 mTorr
Largest valve lag: 0.35 s
Largest dead time: 0.23 s
Tenfold target sites: growth rate: 1.59 1/s
Tenfold target sites: largest valve lag: 0.875 s
Argon pressure: 5 mTorr
Ion implantation as extra target sticking: 0.163
Minimum gain with implantation: 21.66 sccm/mTorr
Assumed molecular diameter: 0.37 nm
Assumed chamber length: 40 cm
Mean free path: 1.02 cm
Gas mixing time: 0.01 s
Random cases, stable and unstable: 231 and 169
```
